# Reducing methyl-ethyl placements in tetrakis(ethylmethylamido)zirconium from sixteen to six

## One ethyl group out of place

The molecule Zr(NMeEt)$_4$ has four nitrogen atoms round zirconium, and each nitrogen carries one methyl and one ethyl group. Suppose that each nitrogen offers two different carbon sites: an axial site $a$, whose N–C bond runs nearly parallel to the main axis of the molecule, and an equatorial site $e$, which points outward. Put the ethyl group on $e$ in three ligands and on $a$ in the fourth. There are four ways to choose the odd ligand. If a symmetry operation of the skeleton carries any ligand into any other, these are four orientations of one structure or of its mirror image, and one geometry optimisation serves for all four.

With two axial ethyls there are six choices, and they do not all coincide. The two ligands may sit at the same end of the axis or at opposite ends, and no symmetry operation turns one case into the other. The general task is to sort all $2^4=16$ placements in this way, and to know what the reduction leaves out.

## Skeleton and conventions

Let $z$ be the fourfold improper axis $S_4$, with Zr at the origin. With $r$ the Zr–N length and $\theta$ the angle between Zr–N and the axis, the nitrogens are at

$$
\begin{aligned}
N_1&=r(\sin\theta,0,\cos\theta), & N_2&=r(0,\sin\theta,-\cos\theta),\\
N_3&=r(-\sin\theta,0,\cos\theta), & N_4&=r(0,-\sin\theta,-\cos\theta).
\end{aligned}
$$

Ligands 1 and 3 are at the upper end, 2 and 4 at the lower end. Each NC$_2$ unit is planar and lies in a dihedral mirror: the $xz$ plane for ligands 1 and 3, the $yz$ plane for 2 and 4. A word such as $aaee$ lists the ethyl sites of ligands 1 to 4. At first a placement contains Zr, N and the eight carbons bound to N; hydrogens and the end carbons of the ethyl groups are absent. Methyl and CH$_2$ carbons have equal N–C lengths but different labels.

The example takes round lengths Zr–N = 0.210 nm and N–C = 0.145 nm, the angle C–N–C = 112°, and a regular ZrN$_4$ tetrahedron, for which $\cos\theta=1/\sqrt3$ and $\theta=54.74^\circ$. The two N–C bonds lie 56° on either side of the Zr–N direction. Their angles to the ligand's own end of the axis are therefore $|54.74^\circ-56^\circ|=1.26^\circ$ and $54.74^\circ+56^\circ=110.74^\circ$. The two sites are clearly inequivalent.

**Why the group is $D_{2d}$.** A regular tetrahedron alone has 24 symmetry operations, one for each permutation of its vertices. The plane of ligand 1 contains $N_3$ but neither $N_2$ nor $N_4$, so the planes single out the pairing (13)(24). A permutation that keeps this pairing may swap 1 with 3, swap 2 with 4, and exchange the pairs: $2\cdot2\cdot2=8$ possibilities. All eight are produced by the operations of $D_{2d}$. If the tetrahedron is stretched or flattened, the distance $N_1N_3$ differs from $N_1N_2$, and the same pairing is kept for that reason.

Each of these operations maps the axis to itself and preserves the angle between a bond and its ligand's own end of the axis. Axial sites therefore go to axial sites. If $N_i$ moves to $N_{p(i)}$, the new word $w'$ obeys

$$w'_{p(i)}=w_i. \tag{1}$$

Conversely, a rotation or reflection that matches two placements atom by atom maps Zr to Zr, nitrogens to nitrogens and carbons to carbons. It is thus a symmetry of the unlabelled skeleton and belongs to the eight. Two placements are congruent if and only if (1) connects their words.

## The algorithm and its count

1. Write the eight permutations $p$.
2. For each of the 16 words, form the eight images by (1).
3. Take the alphabetically first image as the representative.
4. Collect words with the same representative, and store how many there are.

Words connected by the group have the same set of images, hence the same representative. Words that are not connected have disjoint sets, hence different ones. The work is $16\times8=128$ word images.

The number of classes also follows without listing them. Let $H_w$ be the stabilizer of $w$, the operations that leave it unchanged. If $h$ takes $w$ to $v$, then every operation that does so consists of an element of $H_w$ followed by $h$, so there are $|H_w|$ of them. Summing over the words $v$ in the class of $w$ gives

$$8=g_w|H_w|, \tag{2}$$

where $g_w$ is the class size. Now count the pairs (operation, unchanged word) in two ways:

$$
\sum_g F(g)=\sum_w |H_w|=\sum_w\frac{8}{g_w}=8\,n_{\rm classes}. \tag{3}
$$

Here $F(g)$ is the number of words that $g$ leaves unchanged. The last step holds because the $g_w$ words of a class contribute $8/g_w$ each. A word is unchanged when its letters agree along every cycle of the permutation, so $F=2^c$ for $c$ cycles.

| Operations | Cycle lengths | $F$ for each |
|---|---|---:|
| identity | 1,1,1,1 | 16 |
| two $S_4$ | 4 | 2 |
| three $C_2$ | 2,2 | 4 |
| two mirrors | 1,1,2 | 8 |

Hence

$$n_{\rm classes}=\frac{16+2\cdot2+3\cdot4+2\cdot8}{8}=\frac{48}{8}=6. \tag{4}$$

If mirror images are kept apart, only the four rotations may be used, and the count is $(16+3\cdot4)/4=7$. One of the six classes is therefore a pair of mirror images.

To sort the classes by the number of axial ethyls, give each axial ethyl a factor $x$. A cycle of length $\ell$ is all equatorial or all axial and contributes $1+x^\ell$. The average over the group is

$$
\begin{aligned}
&\tfrac18\big[(1+x)^4+2(1+x^4)+3(1+x^2)^2+2(1+x)^2(1+x^2)\big]\\
&\quad=\tfrac18(8+8x+16x^2+8x^3+8x^4)=1+x+2x^2+x^3+x^4. 
\end{aligned}\tag{5}
$$

The coefficient 2 is the pair of cases met at the start.

| Class | Members | Symmetry | $g$ |
|---|---|---|---:|
| $aaaa$ | itself | $D_{2d}$ | 1 |
| $aaae$ | $aaae,aaea,aeaa,eaaa$ | $C_s$ | 4 |
| $aaee$ | $aaee,aeea,eaae,eeaa$ | $C_2$ | 4 |
| $aeae$ | $aeae,eaea$ | $C_{2v}$ | 2 |
| $aeee$ | $aeee,eaee,eeae,eeea$ | $C_s$ | 4 |
| $eeee$ | itself | $D_{2d}$ | 1 |

Let $\sigma$ be the number of rotations in the stabilizer and $m$ the number of mirror forms. If the stabilizer contains an improper operation, half its elements are rotations, so $|H|=2\sigma$ and $m=1$. If it contains none, $|H|=\sigma$ and $m=2$. In both cases (2) gives $g=4m/\sigma$. The class $aaee$ has no improper operation and is the chiral one.

## Errors of the reduced calculation

**Lost weights.** Let $X$ be a scalar that rotations and reflections leave unchanged, such as the energy. Its average over all placements is

$$\bar X=\frac1{16}\sum_k g_kX_k, \tag{6}$$

not the plain mean of six values. The size of the error depends on $X$. Take a model energy with $\varepsilon=0.030$ eV for each axial ethyl and an additional $J=0.020$ eV when both ligands at one end have axial ethyls. In the order of the table, the six energies are 0.16, 0.11, 0.06, 0.08, 0.03 and 0 eV. Thus

$$
\bar E=\frac{0.16+4(0.11)+4(0.06)+2(0.08)+4(0.03)}{16}=0.0700\ {\rm eV},
$$

whereas the plain mean is $0.44/6=0.0733$ eV, too high by 4.8% of $\bar E$. The site term gives $2\varepsilon$ in both means and causes none of this error. The pair term gives $(2+4+2)J/16=J/2$ with weights and $(2+1+1)J/6=2J/3$ without them. The difference is $J/6=0.0033$ eV.

**Errors in the energies.** In thermal equilibrium, with equal vibrational and rotational factors for all placements, the class populations are $P_k=g_ke^{-E_k/kT}/Z$, where $Z$ is the sum of the numerators. If the energies change by small $\delta_k$, then $d\ln Z=-\sum_jP_j\delta_j/kT$, and so

$$
\delta P_k\simeq-\frac{P_k}{kT}\Big(\delta_k-\sum_jP_j\delta_j\Big). \tag{7}
$$

An error common to all six energies cancels. Differences matter on the scale of $kT$, which is 0.03016 eV at 350 K.

For $J=0$ the ligands are independent. With $q=e^{-\varepsilon/kT}=0.3698$,

$$Z=(1+q)^4,\qquad P_k=\frac{g_kq^{n_k}}{(1+q)^4}, \tag{8}$$

where $n_k$ counts axial ethyls. With $J$ included, the two ends remain independent of each other. One end has weight 1 for no axial ethyl, $2q$ for one, and $q^2e^{-J/kT}$ for two, so

$$Z=(1+2q+q^2e^{-J/kT})^2. \tag{9}$$

| Class | $P$, $J=0$ | $P$, $J=0.020$ eV |
|---|---:|---:|
| $aaaa$ | 0.005 | 0.002 |
| $aaae$ | 0.057 | 0.032 |
| $aaee$ | 0.155 | 0.167 |
| $aeae$ | 0.078 | 0.043 |
| $aeee$ | 0.420 | 0.451 |
| $eeee$ | 0.284 | 0.305 |

The lowest model energy belongs to $eeee$, but $aeee$ is more populated because it has four members. Their ratio is $P_{aeee}/P_{eeee}=4q$, which exceeds one as long as $\varepsilon<kT\ln4=0.042$ eV at this temperature.

In absolute terms, neglecting $J$ changes the population of $aeae$ most, by 0.035. Equation (7) can be tried on this case. The mean of $\delta_j$ is $(2\cdot0.0053+0.0575+0.0777)J=0.146J$, and

$$\delta P_{aeae}\simeq-0.0777\,(1-0.146)\frac{0.020}{0.03016}=-0.044.$$

The linear estimate overstates the finite change by about a quarter, since $J/kT=0.66$ is not small.

**Symmetry kept by the optimiser.** Let $R$ act on the coordinates $X$ of all atoms, including any exchange of like atoms. From $E(RX)=E(X)$ the forces obey $F(RX)=RF(X)$. If the start has the symmetry $RX=X$, then $F=RF$: the forces have it too. A steepest-descent step then preserves it, and in exact arithmetic the path cannot leave the symmetric structures. It may end at a saddle point. A stationary structure reached from a symmetric start therefore needs its second derivatives examined, or a new start with a small unsymmetric displacement.

## Where six is no longer the answer

**The ends of the ethyl groups.** Add the end carbon with C–C = 0.153 nm and N–C–C = 113°. First put it in the NC$_2$ plane, on the side away from Zr. Take N as origin and the N–CH$_2$ bond along the first coordinate. In nm, the methyl carbon is at $0.145(\cos112^\circ,\sin112^\circ,0)=(-0.054,0.134,0)$ and the end carbon at $(0.145+0.153\cos67^\circ,\,0.153\sin67^\circ,\,0)=(0.205,0.141,0)$. They are 0.259 nm apart. Turning the end by 90° about N–CH$_2$ moves it to $(0.205,0,\pm0.141)$ and widens the gap to 0.324 nm. The upright position relieves this contact, at the price of a choice between two sides. The other in-plane position, $(0.205,-0.141,0)$, widens the gap further, to 0.378 nm, but brings the end to 0.324 nm from Zr. It is open to an equatorial ethyl, whereas two axial ends placed this way at the same end of the axis would be only 0.052 nm apart. This position is left out of the count below, which is therefore not the full number of starting structures. Admitting it on every site gives six states per ligand and $(1296+2\cdot6+3\cdot36+2\cdot24)/8=183$ classes.

In-plane ends leave the count at six, because the mirrors do not move them out of their planes. Upright ends give each ligand four states, two sites times two sides, and $4^4=256$ starting structures. A mirror reverses the side of the end on each ligand that it fixes, so it leaves no structure unchanged. For the other operations, the state of one ligand in a cycle determines the rest. Going once round the cycle brings back the original state, since $S_4^4$ and $C_2^2$ are the identity. Therefore $F=4^c$, and

$$n_{\rm classes}=\frac{256+2\cdot4+3\cdot16+0}{8}=39. \tag{10}$$

With mirror images kept apart the number is $(256+3\cdot16)/4=76$. For a given placement, the same count over its stabilizer distributes the 39. For example, $aaee$ has the identity and one $C_2$, which gives $(2^4+2^2)/2=10$. In the order of the table the numbers are 4, 8, 10, 5, 8 and 4. Six optimisations, one for each class of placements, thus sample six of these 39 classes if upright ends are used. If all side choices have equal energy, each word gains the same factor 16 and the populations in (8) are unaffected; otherwise they may change.

**The orientation of the planes.** Turn each NC$_2$ plane by 90° about its Zr–N bond. A mirror now exchanges the two carbon sites of each ligand that it fixes, so it leaves no word unchanged, and $(16+4+12+0)/8=4$ classes remain. The number six belongs to the stated orientation, not to $D_{2d}$ alone.

Small twists, below 30° on the regular tetrahedron, have a different effect. Count a twist as positive if it is right-handed about the direction from Zr to N. Rotations preserve this sense and improper operations reverse it. Equal twists leave the rotation group $D_2$. The mirror image of a placement then lies on a skeleton of opposite twist, outside the set of sixteen, and seven classes result. Twists of alternating sign round the axis leave $S_4$, whose four operations give $(16+2+4+2)/4=6$.

**Comparison by distances.** When the group is not known beforehand, compare the interatomic distances of two structures under all $4!=24$ permutations of whole ligands. Equal distances imply congruence. With Zr as origin, scalar products follow from

$$\mathbf a\cdot\mathbf b=\tfrac12(|\mathbf a|^2+|\mathbf b|^2-|\mathbf a-\mathbf b|^2),$$

and equal scalar products mean that a rotation or reflection connects the two sets of vectors. Applied to planes twisted by 10°, this comparison gives seven classes for equal twists and six for alternating ones.

The tolerance needs care. If each atomic position has an error of at most $\eta$, a distance is wrong by at most $2\eta$, and the difference of two distances by at most $4\eta$. Let $\Delta$ be the smallest true mismatch between different classes, defined as the largest distance difference under the best permutation. A tolerance $\tau$ separates the classes safely if

$$4\eta\le\tau<\Delta-4\eta. \tag{11}$$

Such a $\tau$ exists when $\Delta>8\eta$. For nearly symmetric skeletons $\Delta$ can be small, and loosely converged structures may then be merged wrongly.

## The model beside the molecule

Zr(NMeEt)$_4$ is a precursor for depositing zirconium oxide films. The lengths used here are rough typical values for zirconium amides, and 350 K is a rough temperature for delivering the vapour. The energies $\varepsilon$ and $J$ are chosen parameters, so the populations illustrate the weighting and do not predict the composition of the vapour. Of the changes to the model examined here, the inclusion of upright ethyl ends has the largest effect on the count: it raises the number of classes from 6 to 39.

The skeleton is also crowded. The axial carbons of ligands 1 and 3 are separated by

$$2(0.210\sin54.74^\circ-0.145\sin1.26^\circ)=0.337\ {\rm nm},$$

where the minus sign appears because the axial bond leans slightly inward. Methyl groups in contact have their carbons roughly 0.4 nm apart. Both axial sites hold a carbon in every placement, whether methyl or CH$_2$, so no choice among the six removes this contact. Relaxation can be expected to open it by bending or twisting the ligands. A half turn of one ligand about its Zr–N bond exchanges its $a$ and $e$ sites, so all sixteen placements are conformers of one compound, not separate isomers. The six classes therefore label starting structures; the number of distinct minima has to be found from the relaxed geometries, which may merge or split them.
